# Why the hydrogenic Auger rate does not depend on nuclear charge

## A channel that can be solved in closed form

An ion of nuclear charge \(Z\) has one vacancy in its 1s shell. Two 2s electrons repel each other; one drops into the vacancy and the other leaves as an s wave. Let both bound shells be hydrogenic, with every electron seeing the bare charge \(Z\). Hartree atomic units are used, and \(P(r)=rR(r)\) denotes a reduced radial function. The outgoing energy is

\[
E=Z^2\left(\tfrac12-\tfrac18-\tfrac18\right)=\tfrac14Z^2,\qquad k=\sqrt{2E}=\frac{Z}{\sqrt2}.
\]

The rate for this electron pair, with opposite spins, is \(2\pi A^2\), where

\[
A=\int_0^\infty v_0(r)P_{2s}(r)P_E(r)\,dr
\]

and \(v_0\) is the spherical potential of the transition density \(P_{1s}P_{2s}\).

**The potential.** With \(x=Zr\), the bound functions are

\[
P_{1s}=2Z^{1/2}xe^{-x},\qquad P_{2s}=\frac{Z^{1/2}}{\sqrt2}\,x\left(1-\frac x2\right)e^{-x/2}.
\]

For a radial density \(\varrho\), the function \(y=rv_0=\int_0^r\varrho\,dr'+r\int_r^\infty(\varrho/r')\,dr'\) has \(y'=\int_r^\infty(\varrho/r')\,dr'\) and \(y''=-\varrho/r\). In the variable \(x\) this becomes

\[
\frac{d^2y}{dx^2}=-\sqrt2\left(x-\frac{x^2}{2}\right)e^{-3x/2}.
\]

The solution that vanishes at both ends is \(y=\frac{2\sqrt2}{27}(3x^2+2x)e^{-3x/2}\). Indeed, two derivatives of \((3x^2+2x)e^{-3x/2}\) give the polynomial \(6-3(6x+2)+\frac94(3x^2+2x)=-\frac{27}{2}(x-\frac{x^2}{2})\). The function \(y\) vanishes at infinity because 1s and 2s are orthogonal, so the transition density has no net charge. Since \(v_0=Zy/x\),

\[
v_0P_{2s}=\frac{Z^{3/2}}{27}\,(4x+4x^2-3x^3)\,e^{-2x}.
\]

**The outgoing wave.** Let \(u\) solve \(ru''+2Zu+k^2ru=0\) with \(u(0)=0\), \(u'(0)=1\). Its Laplace transform \(U(s)=\int_0^\infty e^{-sr}u\,dr\) obeys

\[
(s^2+k^2)U'=(2Z-2s)U,
\]

because \(u''\) transforms into \(s^2U-1\) and a factor \(r\) into \(-d/ds\). The solution with \(U\to1/s^2\) at large \(s\) is

\[
U(s)=\frac{\exp[-2\eta\arctan(k/s)]}{s^2+k^2}
=(s+ik)^{-1+i\eta}(s-ik)^{-1-i\eta},\qquad \eta=\frac Zk .
\]

The singularities at \(s=\pm ik\) fix the behaviour at large \(r\). Near \(s=ik\) the first factor is \((2ik)^{-1+i\eta}\), and the second is the transform of \(e^{ikr}r^{i\eta}/G(1+i\eta)\), where \(G\) is the gamma function. Adding the conjugate term gives a sine-like wave with phase \(kr+\eta\ln(2kr)+\text{const}\) and squared amplitude

\[
a^2=\frac{e^{-\pi\eta}}{k^2|G(1+i\eta)|^2}
=\frac{e^{-\pi\eta}\sinh\pi\eta}{\pi\eta k^2}
=\frac{1-e^{-2\pi\eta}}{2\pi\eta k^2},
\]

where \(|i^{i\eta}|=e^{-\pi\eta/2}\) and \(|G(1+i\eta)|^2=\pi\eta/\sinh\pi\eta\) were used.

The continuum is normalized per unit energy, \(\langle P_E|P_{E'}\rangle=\delta(E-E')\). A wave of amplitude \(b\) has overlap \(b^2\frac\pi2\delta(k-k')=b^2\frac\pi2k\,\delta(E-E')\), so \(b^2=2/(\pi k)\). Hence \(P_E=Nu\) with

\[
N^2=\frac{2}{\pi k\,a^2}=\frac{4Z}{1-e^{-2\pi\eta}} .
\]

**The cancellation.** Here \(\eta=\sqrt2\) for every \(Z\), so \(N=Z^{1/2}N_1\), where the subscript 1 means unit charge. The starting slope gives \(u(r)=u_1(x)/Z\), and \(dr=dx/Z\). The powers in \(A\) are therefore

\[
\underbrace{Z^{3/2}}_{v_0P_{2s}}\;\underbrace{Z^{1/2}}_{N}\;\underbrace{Z^{-1}}_{u}\;\underbrace{Z^{-1}}_{dr}=Z^0 .
\]

What remains is a number. Powers of \(x\) become derivatives of the unit-charge transform at \(s=2\):

\[
A=\frac{N_1}{27}\left(-4U_1'+4U_1''+3U_1'''\right).
\]

With \(s^2+k^2=\frac92\), the equation for \(U_1\) gives \(U_1'=-\frac49U_1\). Differentiating it once and twice gives

\[
\tfrac92U_1''=(2-4s)U_1'-2U_1,\qquad \tfrac92U_1'''=(2-6s)U_1''-6U_1',
\]

hence \(U_1''=\frac4{27}U_1\) and \(U_1'''=\frac{64}{243}U_1\). The bracket is \(\frac{256}{81}U_1\), and \(U_1(2)=\frac29\exp[-2\sqrt2\arctan(\sqrt2/4)]\), so

\[
A=\frac{512}{19683}\,\frac{2}{\sqrt{1-e^{-2\pi\sqrt2}}}\,e^{-2\sqrt2\arctan(\sqrt2/4)}=0.019897 .
\]

For the single configuration \(1s2s^2\), the channel rate is \(2\pi A^2=0.002488\) a.u. at any charge. In an ion with only these three electrons, \(1s2p^2\) has the same hydrogenic energy, and the repulsion mixes the two configurations even as \(Z\to\infty\). The limiting rate is then still independent of charge, but its value is different. The nine-electron ion treated below has a full second shell, so its initial state has no such partner.

## First derivation: scaling the orbitals

The general statement concerns a vacancy in shell \(n_h\), filled from shell \(n_a\), while an electron of shell \(n_b\) leaves. The number of electrons and their occupations are fixed, the motion is nonrelativistic, and all orbitals see the bare charge. Then \(E=Z^2\varepsilon\) with

\[
\varepsilon=\frac1{2n_h^2}-\frac1{2n_a^2}-\frac1{2n_b^2},
\]

and the channel must be open at this order, \(\varepsilon>0\).

The substitution \(r=x/Z\) turns the radial equation at charge \(Z\) and energy \(Z^2\varepsilon\) into the one at unit charge and energy \(\varepsilon\). The shapes are thus common to all \(Z\), and the normalizations differ. For a bound orbital, \(\int P^2dr=1\) requires

\[
P(r)=Z^{1/2}P_1(Zr).
\]

For a continuum orbital write \(P_E(r)=cP_{1,\varepsilon}(Zr)\). Its overlap is \(c^2Z^{-1}\delta(\varepsilon-\varepsilon')\), while the required value is \(\delta(E-E')=Z^{-2}\delta(\varepsilon-\varepsilon')\). Hence

\[
P_E(r)=Z^{-1/2}P_{1,\varepsilon}(Zr).
\]

Compared with a bound orbital, the outgoing orbital carries an extra factor \(Z^{-1}\). The repulsion gives \(1/r_{12}=Z/x_{12}\). In the matrix element \(M\), three bound functions contribute \(Z^{3/2}\), the continuum function \(Z^{-1/2}\), the two radial differentials \(Z^{-2}\), and the repulsion \(Z\). The total power is zero:

\[
M(Z)=Z\cdot Z^{-1}\,M(1)=M(1),\qquad \Gamma=2\pi\sum|M|^2=\Gamma(1).
\]

### The same cancellation in a box

Enclose the ion in a large sphere of radius \(L\), so that the outgoing states are discrete and normalized to one. The rate is then \(2\pi|M_{\rm box}|^2D_E\), where \(D_E\) is the number of states per unit energy. A new level enters each time the phase at \(L\) grows by \(\pi\), so

\[
D_E=\frac1\pi\frac{d}{dE}\left[kL+\frac Zk\ln(2kL)+\dots\right]
=\frac{L}{\pi k}\left[1-\frac{Z}{k^2L}\bigl(\ln 2kL+O(1)\bigr)+\dots\right].
\]

For a large box \(D_E\propto1/k\propto1/Z\), and \(|M_{\rm box}|^2=|M|^2/D_E\propto Z\). A faster electron has fewer states per unit energy, while the compressed ion has a stronger squared coupling to each. Neither law is strict in a finite box, since the logarithm shifts both, but the shifts cancel in the product.

This can be seen in numerical work that diagonalizes the unscaled radial equation in a sphere of 3 bohr and counts levels. From \(Z=40\) to \(80\), the squared element of the 2s2s channel rises from 0.012512 to 0.024355 hartree², a power of 0.961. The density falls from 0.03164 to 0.01626 per hartree, a power of \(-0.961\). The rates are

\[
2\pi(0.012512)(0.03164)\approx2\pi(0.024355)(0.01626)\approx0.00249\ \text{a.u.}
\]

## The full K-LL rate

Now let the 2s and 2p shells both be full: the ion is \(1s\,2s^22p^6\), a nine-electron model. Let the vacancy have spin up. Write \(V_{pq}\) for the Coulomb element in which orbital \(p\) fills the vacancy and \(q\) supplies the outgoing electron.

If \(p\) has spin up and \(q\) spin down, the two roles are distinguishable, and all ordered pairs contribute \(|V_{pq}|^2\). If both have spin up, antisymmetry gives \(|V_{pq}-V_{qp}|^2\) for each unordered pair, which is half the sum over ordered pairs. Two spin-down electrons cannot fill the vacancy. Expanding the square and adding,

\[
\Gamma=2\pi\sum_{l,m}\sum_{p,q}\left[2|V_{pq}|^2-\operatorname{Re}(V_{pq}V_{qp}^*)\right].
\]

The multipole expansion of \(1/r_{12}\) contains \(\frac{4\pi}{2\lambda+1}Y_{\lambda\mu}^*(1)Y_{\lambda\mu}(2)\). Since the 1s orbital is spherical, the angular integral of electron 1 selects \(\lambda=l_p\) and equals \(1/\sqrt{4\pi}\). Therefore

\[
V_{pq}=\frac{\sqrt{4\pi}}{2l_p+1}\,R^{l_p}(1s\,\varepsilon l;pq)\int Y_{lm}^*Y_pY_q\,d\Omega ,
\]

where \(R^\lambda\) is the radial integral with \(r_<^\lambda/r_>^{\lambda+1}\), the first orbital of each pair belonging to electron 1. Five integrals occur: \(A=R^0(1s\,\varepsilon s;2s2s)\), \(B=R^0(1s\,\varepsilon p;2s2p)\), \(C=R^1(1s\,\varepsilon p;2p2s)\), \(D=R^1(1s\,\varepsilon s;2p2p)\) and \(F=R^1(1s\,\varepsilon d;2p2p)\).

- For 2s2s, \(V=A\), and the bracket gives \(2A^2-A^2=A^2\).
- For 2s2p, the two elements are \(B\) and \(C/3\). Both orders occur for each of three \(m\) values, giving \(3[2B^2+2C^2/9-2BC/3]=6B^2-2BC+2C^2/3\).
- For 2p2p into an s wave, \(|V|=|D|/3\) for the three ordered pairs with \(m_q=-m_p\). Exchange leaves \(V\) unchanged, so the result is \(D^2/3\).
- For 2p2p into a d wave, \(V\) is again symmetric. By completeness, \(\left|\int Y_{lm}^*Y_pY_q\,d\Omega\right|^2\) summed over \(l,m,p,q\) is \(\int(3/4\pi)^2d\Omega=9/4\pi\). The s part is \(3/4\pi\), and parity forbids \(l=1\), so the d part is \(6/4\pi\). The result is \(\frac{4\pi}{9}F^2\cdot\frac{6}{4\pi}=2F^2/3\).

Hence

\[
\Gamma=2\pi\left[A^2+\frac{D^2}{3}+6B^2-2BC+\frac{2C^2}{3}+\frac{2F^2}{3}\right].
\]

This sum was tested against an explicit sum over determinants. The radial integrals at unit charge are \(A=0.019897\), \(B=0.017587\), \(C=0.031026\), \(D=-0.029994\), \(F=0.073445\) a.u. By outgoing wave,

\[
\begin{aligned}
\Gamma_s&=2\pi(0.000396+0.000300)=0.00437,\\
\Gamma_p&=2\pi(0.001856-0.001091+0.000642)=0.00884,\\
\Gamma_d&=2\pi(0.003596)=0.02260 .
\end{aligned}
\]

The total is 0.0358 a.u., a width of 0.974 eV and a lifetime of 0.676 fs against this decay alone. The d wave carries 63 percent. In the p wave, the exchange term \(-2BC\) removes more than two fifths of what the squares alone would give.

The s-wave rate is quoted as a sum for a reason. Final ions with two 2s holes and with two 2p holes, both coupled to \({}^1S\), have the same hydrogenic energy. The repulsion between electrons mixes them even as \(Z\to\infty\), because there is no larger energy difference to oppose it. The mixing is unitary, so it redistributes \(A^2+D^2/3\) between the two lines without changing the sum.

The box calculation, done separately at \(Z=20\), 40 and 80 with numerical bound orbitals and potentials, gives 0.035802 a.u. each time. The test required agreement with the unit-charge result within one part in a thousand for each outgoing wave.

## Second derivation: scaling the equation of motion

The result can also be obtained without scaling any orbital. Put \(\mathbf r_i=\mathbf x_i/Z\) in the many-electron Hamiltonian. Kinetic energy and nuclear attraction both acquire \(Z^2\), the repulsion only \(Z\):

\[
H=Z^2\left(H_0+\frac1ZW\right),\qquad
H_0=\sum_i\left(-\frac{\nabla_i^2}{2}-\frac1{x_i}\right),\qquad W=\sum_{i<j}\frac1{x_{ij}} .
\]

With the scaled time \(\tau=Z^2t\), the Schrödinger equation is

\[
i\,\frac{\partial\Psi}{\partial\tau}=\left(H_0+\frac1ZW\right)\Psi .
\]

The nuclear charge now appears in one place, as the inverse strength of the repulsion.

Let \(|i\rangle\) be the state with the vacancy, of scaled energy \(\varepsilon_i\) (if several bound states share this energy, a combination that diagonalizes \(W\) among them), and \(|f\rangle\) the continuum states reached from it by \(W\). The resolvent \(g(z)=(z-H_0-W/Z)^{-1}\) describes the survival of \(|i\rangle\). Keeping the coupling between \(|i\rangle\) and \(|f\rangle\), and dropping for now the coupling of the states \(|f\rangle\) among themselves, its elements satisfy

\[
\left(z-\varepsilon_i-\frac{W_{ii}}Z\right)g_{ii}-\frac1Z\sum_fW_{if}\,g_{fi}=1,\qquad
(z-\varepsilon_f)\,g_{fi}=\frac1ZW_{fi}\,g_{ii},
\]

where the sum includes an integral over energy. Eliminating \(g_{fi}\),

\[
g_{ii}(z)=\left[z-\varepsilon_i-\frac{W_{ii}}Z-\frac1{Z^2}\sum_f\frac{|W_{fi}|^2}{z-\varepsilon_f}\right]^{-1}.
\]

Just above the real axis, \(1/(z-\varepsilon_f)\) has the imaginary part \(-\pi\delta(z-\varepsilon_f)\). The pole therefore lies below the axis by \(\gamma/(2Z^2)\), with

\[
\gamma=2\pi\sum_f|W_{fi}|^2\,\delta(\varepsilon_i-\varepsilon_f).
\]

The amplitude decays as \(e^{-\gamma\tau/2Z^2}\), and the probability as

\[
e^{-\gamma\tau/Z^2}=e^{-\gamma t}.
\]

The rate in ordinary time is \(\gamma\), evaluated at unit charge. For the K vacancy it is the same determinant sum as before, so \(\gamma=\Gamma(1)\).

The physical reading is direct. Orbital motion speeds up as \(Z^2\). The repulsion is weaker than the binding by \(1/Z\), so the chance of decay per orbital period falls as \(1/Z^2\). The product is constant.

### The first correction

In the total rate, the terms left out carry one more power of \(1/Z\). They include the shift \(W_{ii}/Z\), which changes the outgoing energy, the screening and relaxation of the orbitals, and the coupling among final states. The long-range part of the last must be put into the outgoing wave itself, which then sees a residual charge \(Z-8\) at large distance. A Coulomb wave depends smoothly on its charge, so this too is a relative change of order \(1/Z\). Thus

\[
\Gamma(Z)=\gamma\left[1+\frac{c_1}{Z}+\dots\right].
\]

One contribution can be isolated in a model. Let all orbitals of the 2s2s channel move in the field of the nucleus plus one frozen 1s electron. At \(Z=20\), 40 and 80, the rate changes by \(-4.42\), \(-2.21\) and \(-1.10\) percent relative to the bare value. Multiplied by \(Z\), the fractional change is close to \(-0.88\) each time, which confirms the \(1/Z\) law in this model. The number is not \(c_1\) for the nine-electron ion, which has more electrons to screen and relax.

If screening merely replaced \(Z\) by one common value \(Z-\sigma\) in all orbitals, the first derivation would apply unchanged and the rate would not move. Screening acts on the rate through its departure from that uniform form.

## What each derivation assumes

Both derivations need a fixed set of electrons, nonrelativistic motion and an open channel. They differ in what else they take as given.

The first takes the golden rule and a hydrogenic orbital picture as its starting point. In return it shows where the powers of \(Z\) sit, applies to each radial integral separately, and covers uniform screening. By itself it does not say how good the golden rule is.

The second needs no orbital shapes for its power counting, only the way each term of the Hamiltonian scales, and it assumes that an expansion in \(1/Z\) is valid. It derives the golden rule as the leading term and gives the order of the corrections. It also shows that the exponential law improves with charge: the ratio of width to Auger energy is \(\gamma/(\varepsilon Z^2)\), which is \(3.6\times10^{-4}\) at \(Z=20\) and \(2.2\times10^{-5}\) at \(Z=80\).

A change of force law shows what the constancy rests on. Suppose the electrons repelled each other as \(1/r^p\) while the nuclear attraction stayed Coulombic. Take \(0<p<2\), so that the repulsion still becomes weak beside the binding at large \(Z\) and the golden rule remains the leading term. In the first derivation \(M\propto Z^pZ^{-1}\). In the second the relative strength of the repulsion is \(Z^{p-2}\), and the rate is \(Z^2\cdot Z^{2(p-2)}\). Both give

\[
\Gamma\propto Z^{2p-2},
\]

which is constant for \(p=1\). The cancellation belongs to the \(1/r\) repulsion and is not a general property of autoionization.

## Where the result fails

**Closed channels.** Let a 2s vacancy be filled from 2p while an electron of shell 3 leaves. The hydrogenic energy is \(Z^2(\frac18-\frac18-\frac1{18})=-0.0556\,Z^2\) hartree. Such Coster–Kronig decay, in which the filling electron comes from the vacancy's own shell, can be open at moderate \(Z\) if the energy terms linear in \(Z\) are positive and large enough. In the nonrelativistic theory the quadratic term closes it at large \(Z\), so there is no constant limit to approach.

**Relativity.** Electron speeds in the inner shells are of order \(Z\), so relativistic corrections are of relative order \((Z/c)^2\), with \(c\approx137\). At \(Z=80\) this is about 0.34. The limit \(Z\to\infty\) is therefore formal: \(c\) must be sent to infinity first. The values at \(Z=80\) test the scaling and do not predict the width of a heavy ion. Nor is there a flat plateau at intermediate charge. In the nine-electron ion each electron is screened by eight others, and a frozen-field estimate puts \(c_1\) near \(-10\). The correction is then tens of percent at \(Z\approx30\) and still above ten percent at \(Z=80\), where relativity is already strong. The constant rate is a limit to measure departures from, not a value to expect in a real ion.

**Radiation.** A 2p electron can also fill the vacancy by emitting a photon. That rate goes as the cube of the photon energy times the squared dipole element, \(Z^6\cdot Z^{-2}=Z^4\). With hydrogenic orbitals and a full 2p shell it equals the K-LL rate near \(Z=30\) and is about fifty times larger at \(Z=80\). The Auger rate remains a partial rate, but it no longer sets the lifetime of the vacancy.

**Neutral atoms.** Along a series of neutral atoms the number of electrons grows with \(Z\), new shells open new channels, and screening is not that of a fixed ion. The theorem concerns a given set of occupied shells; for neutral atoms it supplies a reference value for the K-LL part of the rate, from which screening and relativity cause departures.

The values computed for the bare-charge model and the one-electron screening model are in the numerical output below.

## Table of computed values

```
Auger energy / Z^2 = 0.2500 hartree
Auger momentum / Z = 0.707107 a.u.
radial integral A = 0.019897 a.u.
radial integral B = 0.017587 a.u.
radial integral C = 0.031026 a.u.
radial integral D = -0.029994 a.u.
radial integral F = 0.073445 a.u.
A from closed form = 0.019897 a.u.
2s2s channel rate without mixing = 0.002488 a.u.
2p2p s-wave rate without mixing = 0.001884 a.u.
rate into outgoing s wave = 0.004372 a.u.
rate into outgoing p wave = 0.008836 a.u.
rate into outgoing d wave = 0.022595 a.u.
total KLL rate = 0.035802 a.u.
total KLL width = 0.9742 eV
total KLL rate = 1.4801e+15 1/s
lifetime = 0.6756 fs
box radius = 3.0 bohr
Z=20: total KLL rate from box = 0.035802 a.u.
Z=20: 2s2s squared box element = 6.5385e-03 hartree^2
Z=20: density of states = 0.06055 1/hartree
Z=20: 2s2s rate from box = 0.002488 a.u.
Z=20: relative change by 1s spectator = -0.04422
Z=20: Z times that change = -0.8845
Z=20: width / Auger energy = 3.580e-04
Z=40: total KLL rate from box = 0.035802 a.u.
Z=40: 2s2s squared box element = 1.2512e-02 hartree^2
Z=40: density of states = 0.03164 1/hartree
Z=40: 2s2s rate from box = 0.002488 a.u.
Z=40: relative change by 1s spectator = -0.02210
Z=40: Z times that change = -0.8838
Z=40: width / Auger energy = 8.951e-05
Z=80: total KLL rate from box = 0.035802 a.u.
Z=80: 2s2s squared box element = 2.4355e-02 hartree^2
Z=80: density of states = 0.01626 1/hartree
Z=80: 2s2s rate from box = 0.002488 a.u.
Z=80: relative change by 1s spectator = -0.01104
Z=80: Z times that change = -0.8834
Z=80: width / Auger energy = 2.238e-05
power of Z, squared box element, 40 to 80 = 0.961
power of Z, density of states, 40 to 80 = -0.961
power of Z, screening change, 40 to 80 = -1.001
2s hole, 2p fills, n=3 leaves: E/Z^2 = -0.0556 hartree
```
